# Wafer Curvature from a Noisy Height Scan by Quadratic Least Squares

Let the height of a bent wafer be read at $N$ equally spaced points over a scan length $L$, with independent noise of rms $\sigma$ on each reading. A quadratic least-squares fit gives the curvature $\kappa$ without bias, and its standard error is

$$
\mathrm{se}(\kappa)=\frac{12\sqrt5\,\sigma}{L^2\sqrt N}\,F_N,\qquad
F_N=\frac{(N-1)^2}{\sqrt{(N^2-1)(N^2-4)}}=1-\frac2N+O(N^{-2}).
$$

For large $N$ the error is the noise divided by the scan length squared and by the root of the sample number, times $12\sqrt5\approx26.8$. The conditions are that the shape is a parabola over the scan and that the noise has zero mean, equal variance and no correlation between points. It need not be Gaussian.

## What goes wrong with second differences

The model of the scan is

$$
z_i=A'+b\,x_i+\tfrac12\kappa x_i^2+\varepsilon_i ,
$$

where $A'$ is an offset, $b$ a tilt and $\varepsilon_i$ the noise. Slopes are small, so that $\kappa=z''$. The height $z$ points up and the film lies on the upper face.

Since curvature is a second derivative, the direct scheme forms second differences at pitch $h=L/(N-1)$ and averages them over the $N-2$ interior points:

$$
\kappa_{\rm d}=\frac{1}{(N-2)h^2}\sum_{i=2}^{N-1}\left[(z_{i+1}-z_i)-(z_i-z_{i-1})\right].
$$

Each first difference appears once with a plus sign and once with a minus sign, except the last and the first. The sum therefore collapses to $(z_N-z_{N-1})-(z_2-z_1)$. For $N\ge4$ these are four separate readings, whose variances add to $4\sigma^2$, and

$$
\mathrm{se}(\kappa_{\rm d})=\frac{2\sigma}{(N-2)h^2}=\frac{2\sigma(N-1)^2}{(N-2)L^2}\approx\frac{2\sigma N}{L^2}.
$$

At fixed $L$, finer sampling makes this estimate worse. The average looks like one over the whole scan, but it compares two end slopes, each measured over a single pitch.

A better choice is one second difference with the widest spacing, $L/2$:

$$
\kappa_3=\frac{4(z_{\rm left}-2z_{\rm mid}+z_{\rm right})}{L^2},\qquad
\mathrm{se}(\kappa_3)=\frac{4\sigma\sqrt{1+4+1}}{L^2}=\frac{4\sqrt6\,\sigma}{L^2}.
$$

This has the factor $1/L^2$, because the height of the arc, $\kappa L^2/8$, is what stands against the noise. It ignores all other readings, however, and gains nothing from $N$. The scheme wanted keeps the long baseline and uses every point.

## The least-squares weights

Put the origin of $x$ at the centre of the scan, so that $\sum x_i=\sum x_i^3=0$ by symmetry. Define

$$
p_i=x_i^2-\frac1N\sum_j x_j^2,\qquad S=\sum_i p_i^2 .
$$

Then $\sum p_i=0$ and $\sum x_ip_i=0$. Moving the mean of $x^2$ into the offset, the model becomes $z_i=A+bx_i+\frac12\kappa p_i+\varepsilon_i$. Setting to zero the derivative of the squared misfit with respect to $\kappa$ gives

$$
\sum_i p_i\left(z_i-A-bx_i-\tfrac12\kappa p_i\right)=0
\quad\Rightarrow\quad
\hat\kappa=\frac{2}{S}\sum_i p_iz_i .
$$

Offset and tilt have dropped out. Inserting the model gives $\hat\kappa=\kappa+(2/S)\sum p_i\varepsilon_i$. The mean of the last term is zero, so the estimate is unbiased. Independent errors add in variance:

$$
\operatorname{var}\hat\kappa=\frac{4}{S^2}\,\sigma^2\sum_ip_i^2=\frac{4\sigma^2}{S}.
$$

No other linear unbiased rule does better under these noise conditions. Let a rule have weights $c_i$. To return $\kappa$ for every offset and tilt it needs $\sum c_i=\sum c_ix_i=0$ and $\sum c_ip_i=2$. Write $c_i=2p_i/S+d_i$. The last condition forces $\sum d_ip_i=0$, so $\sum c_i^2=4/S+\sum d_i^2$, which is smallest for $d_i=0$.

Five points serve as a hand check. In units of $h$, $x=(-2,-1,0,1,2)$, so $p=(2,-1,-2,-1,2)$ and $S=14$. Heights $x^2/2$, which have unit curvature, are $(2,\tfrac12,0,\tfrac12,2)$. Then $\sum p_iz_i=7$ and $\hat\kappa=2\cdot7/14=1$.

## The scaling law

With $u_i=x_i/h$, the sums needed are

$$
\sum u_i^2=\frac{N(N^2-1)}{12},\qquad
\sum u_i^4=\frac{N(N^2-1)(3N^2-7)}{240}.
$$

They follow by induction in steps of two. Going from $N$ to $N+2$ adds one point at each end, at $u=\pm(N+1)/2$. The sums must then grow by $(N+1)^2/2$ and $(N+1)^4/8$. The first formula grows by

$$
\frac{N+1}{12}\left[(N+2)(N+3)-N(N-1)\right]=\frac{(N+1)(6N+6)}{12}=\frac{(N+1)^2}{2},
$$

and the second by

$$
\frac{N+1}{240}\left[(N^2+5N+6)(3N^2+12N+5)-(N^2-N)(3N^2-7)\right]
=\frac{(N+1)\,30(N+1)^3}{240}=\frac{(N+1)^4}{8}.
$$

Both formulas give zero for $N=1$, and $\frac12$ and $\frac18$ for $N=2$, as they should. Hence

$$
\frac{S}{h^4}=\sum u_i^4-\frac1N\Big(\sum u_i^2\Big)^2
=\frac{N(N^2-1)}{720}\left[3(3N^2-7)-5(N^2-1)\right]
=\frac{N(N^2-1)(N^2-4)}{180}.
$$

Since $\mathrm{se}=2\sigma/\sqrt S$, $h=L/(N-1)$ and $2\sqrt{180}=12\sqrt5$, the opening result follows. In $F_N$ the numerator is $N^2(1-2/N+\dots)$, while the denominator differs from $N^2$ only at relative order $N^{-2}$. This gives the correction $-2/N$.

The law treats $L$ and $N$ as independent. If the pitch is held fixed instead, $N\approx L/h$ and the error falls as $L^{-5/2}$.

The law holds for height scans only. An instrument that reads slope $\theta_i=b+\kappa x_i$ with noise $\sigma_\theta$ needs a straight-line fit. Its variance is $\sigma_\theta^2/\sum x_i^2\approx12\sigma_\theta^2/(NL^2)$, so the error is $\sqrt{12}\,\sigma_\theta/(L\sqrt N)$, with one power of $L$ fewer.

Simulated scans, 4000 per case, test the height law. The spread of fitted curvatures from 4000 fits is itself uncertain by about 1%.

| $L$ (mm) | $N$ | $\sigma$ (nm) | simulated se (1/km) | formula (1/km) |
|---|---|---|---|---|
| 80 | 401 | 50 | 0.0103 | 0.0104 |
| 40 | 401 | 50 | 0.0416 | 0.0417 |
| 80 | 101 | 50 | 0.0205 | 0.0205 |
| 80 | 11 | 50 | 0.0535 | 0.0533 |

Halving $L$ at fixed $N$ multiplies the error by four. The last row used uniformly distributed noise. There the large-$N$ form would give 0.0632 per km, more than 18% above the full formula.

## Noise level and reference scan

The noise can be taken from the residuals $r_i$ of the fit. Let $P$ be the projector onto the three fitted shapes $1$, $x$ and $p$. Then $r=(1-P)\varepsilon$, and because $(1-P)^2=1-P$,

$$
\Big\langle\sum r_i^2\Big\rangle=\sigma^2\operatorname{tr}(1-P)=(N-3)\sigma^2 .
$$

So $s^2=\sum r_i^2/(N-3)$ is unbiased for $\sigma^2$, and the reported error is $2s/\sqrt S$.

A wafer is not flat before deposition. Subtracting a scan taken before from one taken after, point by point, removes the common shape. Fitting the scans separately and subtracting gives the same curvature, since the fit is linear. Subtracting first has the advantage that the common shape does not inflate the residuals. If the noise in the two scans is independent, its rms in the difference is $\sqrt2\sigma$, and for a target error $e$ the large-$N$ law requires

$$
N\ge\frac{(12\sqrt5)^2\,2\sigma^2}{L^4e^2}=\frac{1440\,\sigma^2}{L^4e^2}.
$$

The procedure is then:

1. Subtract the two scans at equal positions, and centre $x$.
2. Form $p_i$ and $S$, and compute $\Delta\kappa=(2/S)\sum p_i\Delta z_i$.
3. Remove the fitted offset, tilt and parabola. Inspect the residuals, compute $s$, and report $2s/\sqrt S$.
4. Convert curvature and error to film stress.

## From curvature to stress

Let $M_s,h_s$ and $M_f,h_f$ be the biaxial moduli and thicknesses of substrate and film, and $\sigma_f$ the film stress while the wafer is held flat and unstretched, positive in tension. With $y$ measured up from the substrate midplane, release adds the strain $\epsilon_0-\kappa y$. To leading order in $\eta=h_f/h_s$, the balance of force and of moment about the midplane reads

$$
M_sh_s\epsilon_0+\sigma_fh_f=0,\qquad
-\frac{M_sh_s^3}{12}\kappa+\sigma_fh_f\frac{h_s}{2}=0 .
$$

The second equation is Stoney's relation:

$$
\kappa=\frac{6\sigma_fh_f}{M_sh_s^2},\qquad
\sigma_f=\frac{M_sh_s^2}{6h_f}\,\Delta\kappa .
$$

Tension in the upper film gives $\kappa>0$, a wafer with raised edges.

At the next order the film relaxes. Its added strain is $\epsilon_0-\kappa h_s/2=-(\sigma_f/M_s)(\eta+3\eta)$, which multiplies its stress by $1-4\eta M_f/M_s$. Its lever arm is $(h_s+h_f)/2$, a factor $1+\eta$. The curvature therefore changes by the relative amount $\eta(1-4M_f/M_s)$. Referred instead to the stress left in the released film, only the lever-arm factor remains and the change is $+\eta$.

## A worked measurement

Take a 100 mm Si(001) wafer, 525 µm thick, with 100 nm of tensile silicon nitride on one face. The moduli are 180 GPa for the wafer and 200 GPa for the film, and the stress is 200 MPa. The scan has $L=80$ mm, $N=401$ and $\sigma=50$ nm. Stoney's relation gives

$$
\kappa=\frac{6(2\times10^{8})(10^{-7})}{(1.8\times10^{11})(5.25\times10^{-4})^2}\ \mathrm{m^{-1}}=2.419\times10^{-3}\ \mathrm{m^{-1}}=2.419\ \mathrm{km^{-1}},
$$

a radius of 413 m and an arc height of 1.9 µm over the scan.

For a single scan the averaged second difference has the error $2(50\times10^{-9})(400)^2/[399(0.08)^2]=6.3\times10^{-3}$ m⁻¹, or 6.3 per km, which exceeds the signal. The three-point rule gives 0.077 per km, and least squares 0.0104 per km.

For the difference of two scans the predicted error is $\sqrt2\times0.0104=0.0147$ per km. One synthetic pair of scans gave $\Delta\kappa=2.425$ per km, within half a standard error of the input. The residual rms was 74.6 nm, against an expected $\sqrt2\times50=70.7$ nm. This is 5% high, about one and a half times the sampling scatter $1/\sqrt{2(N-3)}=3.5\%$ for Gaussian noise. The estimated error, 0.0155 per km, is high by the same 5%.

The Stoney factor is 82.7 GPa m, so the stress is

$$
\sigma_f=(82.7\times10^{9})(2.425\times10^{-3})\ \mathrm{Pa}=200.5\ \mathrm{MPa},
$$

with an estimated standard error of 1.3 MPa. By the large-$N$ law, an error of 1% of the film curvature needs about 150 points per scan.

## When the shape is not a parabola

A cubic term gives no bias, because $\sum p_ix_i^3=0$ by symmetry. A quartic term $gx^4$ does. For dense sampling replace sums by averages over $|x|<\ell=L/2$, where $\langle x^2\rangle=\ell^2/3$, $\langle x^4\rangle=\ell^4/5$ and $\langle x^6\rangle=\ell^6/7$:

$$
\delta\kappa=2g\frac{\langle px^4\rangle}{\langle p^2\rangle}
=2g\,\frac{\ell^6(1/7-1/15)}{\ell^4(1/5-1/9)}=\frac{12}{7}g\ell^2=\frac37gL^2 .
$$

This is the error relative to the curvature at the centre. It grows as $L^2$ while the noise error falls as $L^{-2}$, so a longer scan is not always better.

Gravity supplies such a term. For a disc of radius $R$ resting on a ring at its edge, under weight $q$ per area, isotropic plate theory gives $D\nabla^4w=-q$ with $D=M_sh_s^3/[12(1+\nu)]$. Because $\nabla^4r^4=64$, the regular solution is $w=C_0+C_2r^2-qr^4/(64D)$. The edge carries no moment, so $w''+\nu w'/r=0$ at $r=R$, and the central curvature is

$$
2C_2=\frac{qR^2(3+\nu)}{16D(1+\nu)} .
$$

With density 2330 kg/m³ and $\nu=0.28$ this is 2.83 per km, more than the film produces. The quartic bias is $-0.30$ per km, and a fit to the sag gives 2.53 per km. These figures neglect the cubic anisotropy of Si(001). With $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa the central curvature is 2.72 per km and the fitted one about 2.45, which is 3 to 4% lower. They also hold only for support at the edge: three pins at $0.7R$ leave a fitted curvature of about 0.26 per km. If support and scan positions are unchanged, the sag cancels in the difference, apart from a remainder of relative order $h_f/h_s$ because the film slightly changes the weight and stiffness of the wafer. If 1% of it survives, the stress is off by 2.1 MPa, more than the noise error.

## When the noise is correlated

Let the noise correlation be $\rho^{|i-j|}$ with $\rho=e^{-h/\xi}$ and $\xi\ll L$. The variance is now $(4\sigma^2/S^2)\sum_{ij}p_i\rho^{|i-j|}p_j$. Away from the ends $p$ hardly changes over a distance $\xi$, so the sum over $j$ gives

$$
p_i\Big(1+2\sum_{k\ge1}\rho^k\Big)=p_i\frac{1+\rho}{1-\rho}=p_i\coth\frac{h}{2\xi}.
$$

Thus $N$ is replaced by $N\tanh(h/2\xi)$, which tends to $L/(2\xi)$ when $h\ll\xi$. Finer sampling then gains nothing further.

Points near the ends lack neighbours on one side. In the continuum the double integral $2\xi\int p^2dx$ loses $\xi^2p_{\rm end}^2$ at each end. With $p_{\rm end}=2\ell^2/3$ and $\int p^2dx=8\ell^5/45$, the relative loss of variance is $\xi p_{\rm end}^2/\int p^2dx=5\xi/(2\ell)=5\xi/L$.

For $\xi=1$ mm there are 40 effective points. Raising $N$ from 401 to 1601 at fixed $L$ halves the white-noise prediction, from 0.0104 to 0.0052 per km. The error from the full covariance matrix stays at 0.032 per km. At $N=401$ the stress error of the difference is 3.7 MPa, against 1.2 MPa for white noise.

The lag-one correlation of the residuals, $\sum r_ir_{i+1}/\sum r_i^2$, gives warning. It was $-0.01$ in the white-noise example and 0.75 in a correlated sample. A value near zero does not clear every error: a disturbance shaped like $p$ itself is absorbed into $\hat\kappa$ and leaves no trace in the residuals.

## The numbers beside a real wafer

The wafer, film and scan parameters are rough typical values for a plasma-deposited nitride on silicon, and the data are synthetic. On a real wafer the random error may not be the largest. If the wafer is 5 µm thicker than assumed, the true stress is 1.9%, or 3.8 MPa, above the inferred one, because thickness enters squared. A position scale 0.5% too long lowers the curvature by 1.0%. A uniform temperature change does not bend the bare wafer, but 2 K at the scan of the coated wafer, with an assumed expansion mismatch of $10^{-6}$ per K, shifts the film stress by 0.4 MPa. Finite film thickness changes the curvature by $-0.07\%$, and membrane stiffening, of order (deflection/thickness)², is about $10^{-4}$. If the film is 1 nm thicker than assumed, the true stress is 1%, or 2 MPa, below the inferred one. The subtraction also needs the two scans in register. A cubic part $cx^3$ of the initial shape, displaced by $\delta$, leaves the curvature $6c\delta$, which for 1 µm at the scan ends and $\delta=0.2$ mm is 0.019 per km, or 1.6 MPa. For these values, both thicknesses, the position scale, the registration of the scans, the support and the noise correlation deserve attention before more samples do. The numerical output gives the remaining digits.

## Numbers as computed

```
five-point p/h^2: [ 2. -1. -2. -1.  2.]  sum of squares: 14.0
wafer modulus 180 GPa, film modulus 200 GPa
wafer thickness 525 um, film thickness 100 nm
wafer radius 50 mm, density 2330 kg/m3
wafer Poisson ratio 0.28
input film stress 200 MPa
scan length 80 mm, points 401, pitch 0.20 mm
height noise rms 50 nm
constant 12 sqrt(5) = 26.833
film curvature 2.4187 1/km
film radius of curvature 413.4 m
film bow over scan 1.935 um
Monte Carlo trials per case: 4000
L mm, N, noise nm: se (1/km) MonteCarlo, exact, large-N
 80, 401, 50: 0.01034, 0.01042, 0.01047 Gaussian
 40, 401, 50: 0.04160, 0.04167, 0.04187 Gaussian
 80, 101, 50: 0.02045, 0.02045, 0.02086 Gaussian
 80, 401, 100: 0.02077, 0.02083, 0.02094 Gaussian
 80, 11, 50: 0.05348, 0.05334, 0.06321 uniform
MC se ratio, L halved: 4.023
MC se ratio, N 401 to 101: 1.977
MC se ratio, noise doubled: 2.009
exact se ratio, L halved at fixed pitch: 5.622
difference scan: predicted se 0.01473 1/km
difference scan: fitted curvature 2.4251 1/km
difference scan: residual rms s 74.55 nm
difference scan: estimated se 0.01553 1/km
Stoney factor 82.687 GPa m
fitted stress 200.53 MPa
estimated stress se 1.28 MPa
predicted stress se 1.22 MPa
points for 1 percent se of difference: 151
gravity sag at centre 2.850 um
gravity curvature at centre 2.8324 1/km
gravity quartic bias -0.3032 1/km
gravity curvature from fit 2.5278 1/km
1 percent sag mismatch: 2.09 MPa
noise correlation length 1.0 mm
N=401: se white 0.01042, correlated 0.03196 1/km
N=1601: se white 0.00523, correlated 0.03205 1/km
correlated floor without edge term 0.03315 1/km
effective points L/(2 xi) = 40
stress se with correlated noise 3.74 MPa
lag-one residuals: white -0.008, correlated 0.753
wafer 5 um thicker: stress +1.91 percent
x scale 0.5 percent long: curvature -0.99 percent
finite film thickness: curvature -0.066 percent
2 K change, mismatch 1e-6 per K: 0.40 MPa
membrane stiffening, order (w/h_s)^2: 1.3e-04
```
